# Oxygen chemical potential from O₂ partition functions and the onset of surface coverage, part 1

(Sections cited here and not found follow in the second part.)

## I. The chemical potential of oxygen in an ideal O₂ gas

### The form fixed by dimensions

Consider a dilute gas of O₂ at temperature $T$ and pressure $p$. Atomic units are used in the algebra, so $\hbar=1$, and $k$ is the Boltzmann constant. If the molecules do not interact, the gas brings in no length that describes forces between them. What remains is the molecular mass $m$, the thermal energy $kT$, the pressure, and the internal energies of one molecule: the rotational constant $B$ and the vibrational quantum $\omega$.

The ratio $kT/p$ is a volume. The thermal momentum is of order $\sqrt{mkT}$, and with $\hbar=1$ its inverse is a length. Hence

$$
Y=\frac{kT}{p}(mkT)^{3/2}
$$

is a pure number, and so are $B/kT$ and $\omega/kT$. Let $\mu_2$ be the chemical potential per molecule, measured from a fixed molecular level. Then $\mu_2/kT$ is a function of these three numbers.

Thermodynamics fixes its dependence on $Y$. For $M$ molecules with entropy $S$ in a volume $V$, the Gibbs–Duhem relation is $M\,d\mu_2=V\,dp-S\,dT$. At fixed temperature, the gas law $pV=MkT$ gives

$$
\left(\frac{\partial\mu_2}{\partial p}\right)_T=\frac VM=\frac{kT}{p}.
$$

Thus $\mu_2$ contains $kT\ln p$. Since $p$ enters through $Y$, and $Y$ is proportional to $1/p$,

$$
\mu_2=-kT\ln\left[Y\,G\!\left(\frac B{kT},\frac{\omega}{kT}\right)\right].
$$

Dimensions leave the function $G$ open. It counts the internal states of the molecule, and it contains pure numbers that come from nuclear exchange and electron spin. Finding it requires the partition functions.

### Assumptions and statement

The following assumptions hold throughout.

1. The gas is ideal, undissociated and isotopically pure ¹⁶O₂, and it is so dilute that a given quantum state is rarely occupied.
2. Each molecule is a rigid rotor and a harmonic oscillator. Its electronic energy at the minimum, at bond length $r_e$, is $E_e$. With reduced mass $m_r=m/4$, the rotational constant is $B=1/(2m_rr_e^2)$.
3. The temperature satisfies $kT\gg B$.
4. The electronic ground state is the triplet ${}^3\Sigma_g^-$. Its small internal splitting is far below $kT$, and the excited electronic states lie far above $kT$.
5. The gas and the surface exchange oxygen and are in equilibrium.

**Theorem 1.** Under these assumptions, and to leading order in $B/kT$, the chemical potential per oxygen atom is

$$
\mu_O=\frac12\left(E_e+\frac{\omega}{2}\right)+\Delta\mu_O(T,p),
$$

$$
\Delta\mu_O=-\frac{kT}{2}\ln X,
$$

$$
X=\frac{kT}{p}\left(\frac{mkT}{2\pi}\right)^{3/2}
\frac{kT}{2B}\;3\;\frac{1}{1-e^{-\omega/kT}}.
$$

The energy zero of $\Delta\mu_O$ is half the vibrational ground level, with the rotational energy left out. This choice matters slightly, because Lemma 4 shows that the rotationless level is forbidden in this molecule.

### From molecules to atoms

**Lemma 1.** In exchange equilibrium, $\mu_O=\mu_2/2$.

*Proof.* Let the surface hold $n$ oxygen atoms and have Gibbs free energy $G_s(n)$. The gas has free energy $M\mu_2$ at fixed $T$ and $p$. The total number of atoms, $n+2M$, is conserved, so $dM=-dn/2$. The change of the total free energy is therefore

$$
dG=\frac{\partial G_s}{\partial n}\,dn+\mu_2\,dM
=\left(\mu_O-\frac{\mu_2}{2}\right)dn,
$$

where $\mu_O=\partial G_s/\partial n$. Equilibrium requires $dG=0$ for either sign of $dn$, which proves the lemma. $\square$

The factor one half expresses the reaction $\mathrm{O_2}\rightleftharpoons2\,\mathrm O$(surface). If dissociation at the surface is too slow, the gas does not impose this value on the adsorbed atoms, and assumption 5 fails.

**Lemma 2.** Let $q$ be the partition function of one molecule, with $q$ proportional to $V$. Then $\mu_2=-kT\ln(q/M)$ and $pV=MkT$.

*Proof.* The product $q^M$ assigns a state to each of $M$ labelled molecules. When multiple occupation is negligible, every physical set of $M$ occupied states is counted $M!$ times. Hence $Z=q^M/M!$, whether the molecules are bosons or fermions. The Helmholtz free energy is

$$
F(M)=-kT\left(M\ln q-\ln M!\right).
$$

Adding the last molecule costs

$$
\mu_2=F(M)-F(M-1)=-kT(\ln q-\ln M)=-kT\ln\frac qM .
$$

Because $\ln q$ contains $\ln V$ and no other dependence on volume,

$$
p=-\left(\frac{\partial F}{\partial V}\right)_{T,M}
=MkT\,\frac{\partial\ln q}{\partial V}=\frac{MkT}{V}.\qquad\square
$$

The single-molecule energy is a sum of translational, vibrational, rotational and electronic parts. The Boltzmann factor is then a product, and $q$ is the product of the sums evaluated next.

### Translation

**Lemma 3.** In a large box, the translational partition function is $q_{\rm tr}=V(mkT/2\pi)^{3/2}$.

*Proof.* Take a cube of side $L$ with hard walls. Motion along one edge has energies $\pi^2j^2/(2mL^2)$ with $j=1,2,\ldots$. Set $\alpha=\pi^2/(2mL^2kT)$. The sum along one edge is

$$
q_1=\sum_{j=1}^{\infty}e^{-\alpha j^2}.
$$

The summand decreases with $j$. Comparing each term with the integral over the interval to its left or to its right gives

$$
\int_1^\infty e^{-\alpha t^2}dt\le q_1\le\int_0^\infty e^{-\alpha t^2}dt .
$$

The two bounds differ by the integral from 0 to 1, which is less than 1. The upper bound is

$$
\frac12\sqrt{\frac{\pi}{\alpha}}
=\frac12\sqrt{\frac{2mL^2kT}{\pi}}
=L\sqrt{\frac{mkT}{2\pi}}=\frac{L}{\lambda},
$$

with the thermal wavelength $\lambda=\sqrt{2\pi/(mkT)}$. The relative error of replacing $q_1$ by $L/\lambda$ is below $\lambda/L$, and it vanishes for a large box. The three directions are independent, so $q_{\rm tr}=(L/\lambda)^3=V/\lambda^3$. $\square$

### Nuclear exchange

**Lemma 4.** In the ${}^3\Sigma_g^-$ state of ¹⁶O₂, the rotational quantum number $N$ takes odd values.

*Proof.* Let the unit vector $\mathbf n$ point from one nucleus to the other. Apart from the centre-of-mass motion and the spins, the wave function is

$$
\Psi=\chi(R)\,Y_{NM_N}(\mathbf n)\,\phi(\mathbf r;\mathbf n),
$$

where $R$ is the bond length, $\mathbf r$ stands for all electron positions measured from the molecular centre, and $M_N$ is the projection of the rotational angular momentum. The electronic function $\phi$ is carried along with the axis. Because a $\Sigma$ state has no orbital angular momentum about the axis, the direction $\mathbf n$ suffices to specify it.

Swapping the nuclei leaves $R$ unchanged and sends $\mathbf n$ to $-\mathbf n$. The spherical harmonic acquires the factor $(-1)^N$. The electronic function becomes the one attached to the reversed axis. This is the original function turned by half a revolution about a line perpendicular to the axis.

To find the sign $s$ of that turn, place the axis along $z$ and turn about $x$, so that $(x,y,z)\to(x,-y,-z)$. A doubly occupied orbital that is even or odd under the turn contributes the square of its sign, which is $+1$. Two electrons remain, in the orbitals

$$
\pi_x^*=x\,g(\rho,z),\qquad \pi_y^*=y\,g(\rho,z),
$$

where $\rho$ is the distance from the axis. These antibonding orbitals are even under inversion, which requires $g(\rho,-z)=-g(\rho,z)$. Under the half-turn,

$$
\pi_x^*\to x\,g(\rho,-z)=-\pi_x^*,
$$

$$
\pi_y^*\to(-y)\,g(\rho,-z)=+\pi_y^* .
$$

The spatial function of the triplet is $\pi_x^*(1)\pi_y^*(2)-\pi_y^*(1)\pi_x^*(2)$. Each term contains each orbital once, so the whole function changes sign and $s=-1$. Electron correlation mixes in other configurations. It cannot change $s$, because the half-turn is a symmetry of the electronic Hamiltonian, which therefore mixes no functions of opposite sign.

The nuclei of ¹⁶O have spin zero. They are identical bosons, and they have a single nuclear spin state. The total sign under their exchange must be $+1$:

$$
(-1)^N s=-(-1)^N=+1 .
$$

Therefore $N$ is odd. $\square$

The lowest allowed rotational level is $N=1$, with energy $B\cdot1\cdot2=2B$ above the chosen zero. In a molecule made of two different isotopes the nuclei are distinguishable, no exchange condition applies, and all $N$ are allowed.

### Rotation

**Lemma 5.** With $b=B/kT\ll1$, the rotational partition function is

$$
q_{\rm rot}=\sum_{N\ {\rm odd}}(2N+1)e^{-bN(N+1)}
=\frac{1}{2b}+\frac16+O(b).
$$

*Proof.* The factor $2N+1$ counts the orientations of the angular momentum. Put $u=N+\tfrac12$. Then $2N+1=2u$ and $N(N+1)=u^2-\tfrac14$, so

$$
q_{\rm rot}=2e^{b/4}\sum_u f(u),\qquad f(u)=u\,e^{-bu^2},
$$

where $u=\tfrac32,\tfrac72,\tfrac{11}2,\ldots$. These points are the centres of cells of width 2 that fill the range from $\tfrac12$ to infinity. Expanding $f$ about the centre of one cell gives

$$
\int_{u-1}^{u+1}f(t)\,dt=2f(u)+\frac13f''(u)+\ldots .
$$

Sum over the cells. To the same order, $\sum f''$ is half of $\int f''$, and $\int_{1/2}^{\infty}f''(t)\,dt=-f'(\tfrac12)$. Therefore

$$
2\sum_u f(u)=\int_{1/2}^{\infty}f(t)\,dt+\frac16f'(\tfrac12)+O(b).
$$

The remainder has this order because the fourth derivative of $f$ is of order $b^{3/2}$ and about $b^{-1/2}$ cells contribute. The two leading terms are

$$
\int_{1/2}^{\infty}t\,e^{-bt^2}dt=\frac{e^{-b/4}}{2b},
\qquad f'(\tfrac12)=\left(1-\frac b2\right)e^{-b/4}.
$$

Multiplication by $e^{b/4}$ gives the stated result. $\square$

For even $N$ the cells start at $-\tfrac12$. Since $f$ is odd, the integral from $-\tfrac12$ to $\tfrac12$ vanishes, and since $f'$ is even, the end correction is unchanged. The even and odd sums therefore agree through the constant term. Each is half of the unrestricted sum $1/b+1/3+O(b)$. The usual symmetry number 2 is this high-temperature result. It is not a statement about the lowest levels, where the odd and even sets differ.

### Vibration and electron spin

**Lemma 6.** Measured from the vibrational ground level, $q_{\rm vib}=(1-e^{-\omega/kT})^{-1}$.

*Proof.* The excitation energies are $v\omega$ with $v=0,1,2,\ldots$, and the Boltzmann factors form a geometric series of ratio $e^{-\omega/kT}<1$. The zero-point energy $\omega/2$ has been placed in the reference level and must not be counted again. $\square$

**Lemma 7.** Under assumption 4, the electronic factor is $q_{\rm el}=3$.

*Proof.* Two spins one half in a symmetric spin state form total spin 1, with projections $-1$, $0$ and $+1$. These three states share the same spatial function, and each has the same rotational levels. $\square$

The order of triplet and singlet can be understood with fixed orbitals. Let $J$ be the Coulomb repulsion between an electron in $\pi_x^*$ and one in $\pi_y^*$, and let $K$ be their exchange integral. The antisymmetric spatial combination has repulsion $J-K$, and the symmetric one has $J+K$. The integral $K$ is the electrostatic self-repulsion of the charge distribution $\pi_x^*\pi_y^*$, so it is positive. In this description the triplet lies lower by $2K$.

*Proof of Theorem 1.* Restoring the reference energy to the product of the factors gives

$$
q=e^{-(E_e+\omega/2)/kT}\,q_{\rm tr}\,q_{\rm rot}\,q_{\rm vib}\,q_{\rm el}.
$$

By Lemma 2, $V/M=kT/p$. Keeping the leading term $kT/2B$ of Lemma 5 turns $q_{\rm tr}q_{\rm rot}q_{\rm vib}q_{\rm el}/M$ into $X$. Hence

$$
\mu_2=-kT\ln\frac qM=E_e+\frac{\omega}{2}-kT\ln X .
$$

Lemma 1 halves this expression. $\square$

## II. Values for O₂ and the onset of coverage

### Symbols and results carried over

The gas has temperature $T$ and pressure $p$. A molecule has mass $m$, rotational constant $B$ and vibrational quantum $\omega$. Measured from half the vibrational ground level of O₂, the oxygen chemical potential per atom is

$$
\Delta\mu_O=-\frac{kT}{2}\ln X,\qquad X=\frac{C(T)}p,
$$

$$
C(T)=kT\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{3kT}{2B}\,
\frac1{1-e^{-\omega/kT}} .
$$

The factor 3 counts electron-spin states, and the 2 beside $B$ comes from nuclear exchange. A surface in equilibrium with the gas has the same $\mu_O$, which is half the chemical potential of a molecule.

### Dependence on pressure and temperature

**Corollary 1.** At fixed temperature,

$$
\Delta\mu_O(T,p)=\Delta\mu_O(T,p_0)+\frac{kT}{2}\ln\frac p{p_0}.
$$

*Proof.* The function $C(T)$ does not contain $p$, so it cancels in the difference of the two chemical potentials. $\square$

We have derived the chemical potential per oxygen atom in an ideal O₂ gas and its dependence on pressure at fixed temperature. Its temperature dependence, its numerical values, the onset of surface coverage and the limits of the gas formula remain to be treated.
